# Is the activation energy of tracer self-diffusion a migration barrier?: test program

```python
"""
Result under test: for self-diffusion by equilibrium vacancies in a diamond
lattice, D* = f (a^2/8) Gamma c, and the activation energy
Q = -d ln D*/d(1/kT) is H_f + H_m; with a fixed vacancy fraction it is H_m.
 c      vacant fraction of sites, exp(S_f/k - H_f/kT)
 Gamma  vacancy hop rate into one given neighbour, nu exp(-H_m/kT)
 f      tracer correlation factor;  a  cubic lattice constant
 D_V    vacancy diffusivity;  W  thickness of a slab with sinks at its surfaces
Energies in eV, entropies in units of k, lengths in cm, times in s.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.special import gammaln

K_B = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]

# Round model parameters
a = 0.55e-7
H_f, S_f, H_m, nu = 3.5, 5.0, 0.5, 1.0e13
f = 0.5
W = 0.05


def vacancy_fraction(T):
    return np.exp(S_f - H_f / (K_B * T))


def hop_rate(T):
    return nu * np.exp(-H_m / (K_B * T))


def vacancy_diffusivity(T):
    return a**2 * hop_rate(T) / 8


def tracer_formula(T):
    return f * vacancy_fraction(T) * vacancy_diffusivity(T)


def activation(value_1, value_2, T1, T2):
    """Two-point Arrhenius slope in eV."""
    return -np.log(value_2 / value_1) / (1 / (K_B * T2) - 1 / (K_B * T1))


# Equilibrium vacancy fraction: explicit sum over the number of vacancies
atoms, boltzmann = 4000, 0.02
n = np.arange(0, 1500)
log_weight = (gammaln(atoms + n + 1) - gammaln(n + 1) - gammaln(atoms + 1)
              + n * np.log(boltzmann))
weight = np.exp(log_weight - log_weight.max())
mean_n = np.sum(n * weight) / np.sum(weight)
counted_fraction = mean_n / (atoms + mean_n)
# the finite crystal differs from the large-N law by a relative 1/N
assert abs(counted_fraction / boltzmann - 1) < 1e-3

# Slope of ln c when the formation enthalpy itself depends on temperature
heat_capacity, T_ref, T_test = 2.0, 1400.0, 1600.0


def enthalpy_T(T):
    return H_f + heat_capacity * K_B * (T - T_ref)


def entropy_T(T):
    return S_f + heat_capacity * np.log(T / T_ref)


def fraction_T(T):
    return np.exp(entropy_T(T) - enthalpy_T(T) / (K_B * T))


slope_c = activation(fraction_T(T_test - 0.5), fraction_T(T_test + 0.5),
                     T_test - 0.5, T_test + 0.5)
gibbs_T = enthalpy_T(T_test) - K_B * T_test * entropy_T(T_test)
assert abs(slope_c - enthalpy_T(T_test)) < 1e-5
assert abs(slope_c - gibbs_T) > 0.1

# Vacancy walk: enumerate every path of a few hops (lengths in units of a)
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
hops = 6
ends = np.zeros((1, 3))
for step in range(hops):
    ends = (ends[:, None, :] + (-1)**step * bonds).reshape(-1, 3)
mean_square = np.mean(np.sum(ends**2, axis=1))
# n hops take the mean time n/(4 Gamma); here Gamma = 1
walk_diffusivity = mean_square / (6 * hops / 4)
assert abs(walk_diffusivity - 1 / 8) < 1e-12


def tracer_master_equation(L, hop, create=0.0, remove=0.0):
    """Tracer diffusivity (units a^2/time) in a periodic cell of 2 L^3 sites.

    A state is (tracer sublattice, vacancy cell relative to tracer, vacancy
    sublattice). With create > 0 the cell may also hold no vacancy; a vacancy
    then appears on each non-tracer site at rate create, vanishes at remove.
    """
    offsets = [(0, 0, 0), (-1, 0, 0), (0, -1, 0), (0, 0, -1)]
    states = [(s, m, v) for s in (0, 1)
              for m in itertools.product(range(L), repeat=3)
              for v in (0, 1) if not (m == (0, 0, 0) and v == s)]
    index = {state: i for i, state in enumerate(states)}
    moves = []
    for (s, m, v), i in index.items():
        sign = 1 if v == 0 else -1
        for offset, bond in zip(offsets, bonds):
            target = tuple((p + sign * q) % L for p, q in zip(m, offset))
            if target == (0, 0, 0) and 1 - v == s:
                # exchange with the tracer, which moves against the vacancy
                back = tuple((-p) % L for p in m)
                moves.append((i, index[(v, back, s)], hop, -sign * bond[0]))
            else:
                moves.append((i, index[(s, target, 1 - v)], hop, 0.0))
    size = len(states)
    population = np.ones(size)
    if create > 0:
        for (s, m, v), i in index.items():
            moves.append((i, size + s, remove, 0.0))
            moves.append((size + s, i, create, 0.0))
        population = np.append(population * create / remove, [1.0, 1.0])
        size += 2
    population /= population.sum()
    start = np.array([move[0] for move in moves])
    end = np.array([move[1] for move in moves])
    rate = np.array([move[2] for move in moves])
    shift = np.array([move[3] for move in moves])
    # the populations must be stationary under the elementary rates
    flow = population[start] * rate
    outflow = np.bincount(start, flow, size)
    inflow = np.bincount(end, flow, size)
    assert np.allclose(inflow, outflow, rtol=1e-9, atol=0)
    # corrector chi makes (tracer position + chi) free of drift in every state
    probability = rate / np.bincount(start, rate, size)[start]
    matrix = -np.eye(size)
    np.add.at(matrix, (start, end), probability)
    drift = -np.bincount(start, probability * shift, size)
    matrix[0], drift[0] = 0.0, 0.0
    matrix[0, 0] = 1.0
    chi = np.linalg.solve(matrix, drift)
    return 0.5 * np.sum(flow * (shift + chi[end] - chi[start])**2)


# Correlation factor from cells of growing size, extrapolated in 1/N
cells = (4, 6, 8)
sites = [2 * L**3 for L in cells]
f_cell = [8 * N * tracer_master_equation(L, 1.0) for L, N in zip(cells, sites)]
f_limit = ((sites[2] * f_cell[2] - sites[1] * f_cell[1])
           / (sites[2] - sites[1]))
assert abs(f_limit - f) < 1e-3

# Activation energies emerging from elementary rates only
T1, T2 = 1200.0, 1400.0
source_barrier, source_attempt = 1.0, 1.0e10
D_sources, D_fixed = [], []
for T in (T1, T2):
    remove = source_attempt * np.exp(-source_barrier / (K_B * T))
    create = source_attempt * np.exp(
        S_f - (H_f + source_barrier) / (K_B * T))
    D_sources.append(a**2 * tracer_master_equation(
        6, hop_rate(T), create, remove))
    D_fixed.append(a**2 * tracer_master_equation(4, hop_rate(T)))
Q_sources = activation(*D_sources, T1, T2)
Q_fixed = activation(*D_fixed, T1, T2)
assert abs(Q_sources - (H_f + H_m)) < 1e-3
assert abs(Q_fixed - H_m) < 1e-6
# absolute size: the 432-site cell carries a finite-size error of order 1/N
for T, D in zip((T1, T2), D_sources):
    assert abs(D / tracer_formula(T) - 1) < 0.03

# Loss of excess vacancies to the slab surfaces (units W = D_V = 1)
points = 199
spacing = 1 / (points + 1)
laplacian = (2 * np.eye(points) - np.eye(points, k=1)
             - np.eye(points, k=-1)) / spacing**2
decay, modes = np.linalg.eigh(laplacian)
amplitude = modes[points // 2] * modes.sum(axis=0)
times = np.linspace(0, 3, 6001)
middle = np.exp(-np.outer(times, decay)) @ amplitude
time_integral = simpson(middle, x=times)
assert abs(decay[0] / np.pi**2 - 1) < 1e-3
assert abs(time_integral - 1 / 8) < 1e-4

# Two independent mechanisms: slope of the sum against the weighted mean
Q_1, Q_2, D0_2 = H_f + H_m, 4.8, 200.0


def second_channel(T):
    return D0_2 * np.exp(-Q_2 / (K_B * T))


def total_diffusivity(T):
    return tracer_formula(T) + second_channel(T)


two_channel = []
for T in (1200.0, 1400.0, 1600.0):
    slope = activation(total_diffusivity(T - 0.5), total_diffusivity(T + 0.5),
                       T - 0.5, T + 0.5)
    share = second_channel(T) / total_diffusivity(T)
    assert abs(slope - ((1 - share) * Q_1 + share * Q_2)) < 1e-5
    two_channel.append((T, share, slope))

# Worked example
print(f"a = {a * 1e7:.2f} nm, nu = {nu:.1e} 1/s")
print(f"H_f = {H_f:.2f} eV, S_f = {S_f:.1f} k, H_m = {H_m:.2f} eV")
print(f"Vacancy count test: fraction {counted_fraction:.5f}, law {boltzmann}")
print(f"H_f(T) test at {T_test:.0f} K: slope of ln c = {slope_c:.4f} eV")
print(f"  H_f(T) = {enthalpy_T(T_test):.4f} eV, G_f(T) = {gibbs_T:.4f} eV")
print(f"Vacancy walk: D_V/(a^2 Gamma) = {walk_diffusivity:.4f}")
for N, value in zip(sites, f_cell):
    print(f"Correlation factor, {N} sites: {value:.5f}")
print(f"Correlation factor, extrapolated: {f_limit:.5f}")
for T in (T1, T2):
    print(f"T = {T:.0f} K: kT = {K_B * T:.5f} eV")
    print(f"  vacancy fraction c = {vacancy_fraction(T):.4e}")
    print(f"  hop rate Gamma = {hop_rate(T):.4e} 1/s")
    print(f"  D_V = {vacancy_diffusivity(T):.4e} cm^2/s")
    print(f"  D* = {tracer_formula(T):.4e} cm^2/s")
    wait = 1 / (4 * hop_rate(T) * vacancy_fraction(T))
    print(f"  mean time between jumps of one atom = {wait:.3e} s")
D0 = f * a**2 * nu * np.exp(S_f) / 8
print(f"Prefactor D0 = {D0:.4f} cm^2/s")
print(f"Source barrier in master equation = {source_barrier:.2f} eV")
print(f"Slope with sources, from rates = {Q_sources:.4f} eV")
print(f"  the same in hartree = {Q_sources / HARTREE:.5f}")
print(f"Slope at fixed vacancy number = {Q_fixed:.4f} eV")
wrong_rate = nu * np.exp(-(H_f + H_m) / (K_B * T2))
print(f"Hop rate at {T2:.0f} K if Q were the barrier = {wrong_rate:.3e} 1/s")
print(f"  true rate / wrong rate = {hop_rate(T2) / wrong_rate:.3e}")

T_low = 900.0
c_frozen, c_low = vacancy_fraction(T2), vacancy_fraction(T_low)
D_V_low = vacancy_diffusivity(T_low)
print(f"Quench {T2:.0f} K to {T_low:.0f} K, slab W = {W * 10:.2f} mm")
print(f"  equilibrium c at {T_low:.0f} K = {c_low:.3e}")
print(f"  equilibrium D* at {T_low:.0f} K = {tracer_formula(T_low):.3e} cm^2/s")
print(f"  D* with frozen c = {f * c_frozen * D_V_low:.3e} cm^2/s")
print(f"  frozen / equilibrium = {c_frozen / c_low:.3e}")
print(f"  D_V at {T_low:.0f} K = {D_V_low:.3e} cm^2/s")
print(f"  slowest decay time = {W**2 / (np.pi**2 * D_V_low):.2f} s")
print(f"  mid-plane integral factor = {time_integral:.5f}")
rms = np.sqrt(2 * f * (c_frozen - c_low) * time_integral) * W
print(f"  rms tracer shift from excess = {rms * 1e7:.3f} nm")
anneal = 3600.0
spread = np.sqrt(2 * tracer_formula(T2) * anneal)
settle = W**2 / (np.pi**2 * vacancy_diffusivity(T2))
print(f"Anneal {anneal:.0f} s at {T2:.0f} K: rms shift = {spread * 1e7:.2f} nm")
print(f"  slowest settling time at {T2:.0f} K = {settle:.2f} s")
print(f"Second mechanism: Q = {Q_2:.2f} eV, D0 = {D0_2:.0f} cm^2/s")
for T, share, slope in two_channel:
    print(f"  {T:.0f} K: its share = {share:.4f}, total slope = {slope:.4f} eV")
print("success")
```

Running it gives:

```
a = 0.55 nm, nu = 1.0e+13 1/s
H_f = 3.50 eV, S_f = 5.0 k, H_m = 0.50 eV
Vacancy count test: fraction 0.02000, law 0.02
H_f(T) test at 1600 K: slope of ln c = 3.5345 eV
  H_f(T) = 3.5345 eV, G_f(T) = 2.8083 eV
Vacancy walk: D_V/(a^2 Gamma) = 0.1250
Correlation factor, 128 sites: 0.50987
Correlation factor, 432 sites: 0.50290
Correlation factor, 1024 sites: 0.50122
Correlation factor, extrapolated: 0.50000
T = 1200 K: kT = 0.10341 eV
  vacancy fraction c = 2.9656e-13
  hop rate Gamma = 7.9450e+10 1/s
  D_V = 3.0042e-05 cm^2/s
  D* = 4.4547e-18 cm^2/s
  mean time between jumps of one atom = 1.061e+01 s
T = 1400 K: kT = 0.12064 eV
  vacancy fraction c = 3.7327e-11
  hop rate Gamma = 1.5852e+11 1/s
  D_V = 5.9940e-05 cm^2/s
  D* = 1.1187e-15 cm^2/s
  mean time between jumps of one atom = 4.225e-02 s
Prefactor D0 = 0.2806 cm^2/s
Source barrier in master equation = 1.00 eV
Slope with sources, from rates = 4.0000 eV
  the same in hartree = 0.14700
Slope at fixed vacancy number = 0.5000 eV
Hop rate at 1400 K if Q were the barrier = 3.987e-02 1/s
  true rate / wrong rate = 3.976e+12
Quench 1400 K to 900 K, slab W = 0.50 mm
  equilibrium c at 900 K = 3.735e-18
  equilibrium D* at 900 K = 1.120e-23 cm^2/s
  D* with frozen c = 1.119e-16 cm^2/s
  frozen / equilibrium = 9.993e+06
  D_V at 900 K = 5.995e-06 cm^2/s
  slowest decay time = 42.26 s
  mid-plane integral factor = 0.12500
  rms tracer shift from excess = 1.080 nm
Anneal 3600 s at 1400 K: rms shift = 28.38 nm
  slowest settling time at 1400 K = 4.23 s
Second mechanism: Q = 4.80 eV, D0 = 200 cm^2/s
  1200 K: its share = 0.2374, total slope = 4.1899 eV
  1400 K: its share = 0.4845, total slope = 4.3876 eV
  1600 K: its share = 0.6829, total slope = 4.5463 eV
success
```
